# Low-Energy Width of a d Resonance and Narrow d Bands

The depth of a square well of radius 0.11 nm is tuned so that an electron with \(l=2\), in a state with two radial nodes inside the well, is held for a while at 0.50 eV above the potential outside. The energy width of this resonance is 7.72 meV. If the well is deepened slightly, at fixed radius, so that the resonance drops to 0.05 eV, the width becomes 0.0264 meV. The energy has fallen by a factor of 10 and the width by a factor of 292. A power law with exponent \(5/2\) would give \(10^{5/2}=316\). Two things need explaining: why the exponent is close to \(5/2\), and why the factor is not quite 316.

## Setting and statement

Hartree atomic units are used, so \(\hbar=m=1\). The potential \(V(r)\) is real, spherical and zero for \(r>a\). Energy \(E\) is measured from this outside floor, and \(k=\sqrt{2E}\). With the radial function written as \(u(r)/r\),
\[
u''=2\left[\frac{3}{r^2}+V(r)-E\right]u,\qquad u(0)=0. \tag{1}
\]
The term \(3/r^2=l(l+1)/(2r^2)\) is the centrifugal barrier. At \(E=0\) the decaying solution outside is \(u=A/r^2\). Its norm is finite, so a well tuned to threshold has a true bound state there. We normalise it by \(\int_0^\infty u^2dr=1\), which fixes \(A\).

The result is that a well tuned slightly off threshold, with its resonance at a small \(E_r>0\), has the full width at half maximum
\[
\boxed{\;\Gamma=\frac{A^2k^5}{9}=\frac{A^2}{9}(2E_r)^{5/2}\;} \tag{2}
\]
up to relative corrections of order \((ka)^2\), where \(k\) is taken at \(E_r\). The law compares different wells, each with its own \(E_r\).

## First derivation: matching at the edge

**Outside waves.** Let \(x=kr\). The outgoing solution of \(O''=(6/x^2-1)O\) is
\[
O=-e^{ix}\left(1+\frac{3i}{x}-\frac{3}{x^2}\right)=G+iF .
\]
To verify it, write \(O=-e^{ix}w\). The equation becomes \(w''+2iw'-6w/x^2=0\), and the three terms are
\[
\frac{6i}{x^3}-\frac{18}{x^4},\qquad \frac{6}{x^2}+\frac{12i}{x^3},\qquad -\frac{6}{x^2}-\frac{18i}{x^3}+\frac{18}{x^4},
\]
whose sum is zero. The sign makes \(O\approx 3/x^2\) positive at small \(x\).

Write \(O=Me^{i\varphi}\), so \(F=M\sin\varphi\) and \(G=M\cos\varphi\). Then
\[
M^2=\left(1-\frac{3}{x^2}\right)^2+\frac{9}{x^2}=1+\frac{3}{x^2}+\frac{9}{x^4}.
\]
The Wronskian \(\mathrm{Im}(O^*O')=M^2\varphi'\) is constant and equals 1 at large \(x\), so \(\varphi'=1/M^2\). At the edge, where \(x=ka\), define
\[
P=x\varphi'=\frac{x^5}{9+3x^2+x^4},\qquad
S=\frac{xM'}{M}=\frac{x(M^2)'}{2M^2}=-\frac{18+3x^2}{9+3x^2+x^4}. \tag{3}
\]
\(P\) measures how easily the barrier is crossed.

**Phase shift.** The real solution outside is \(u\propto F\cos\delta+G\sin\delta=M\sin(\varphi+\delta)\). Its logarithmic derivative \(L=a\,u'(a)/u(a)\) must equal that of the inside solution:
\[
L=S+P\cot(\varphi+\delta)\quad\Rightarrow\quad \tan(\varphi+\delta)=\frac{P}{L-S}. \tag{4}
\]
The resonance energy is defined by \(L(E_r)=S(E_r)\).

**Slope of \(L\).** Let \(\dot u=\partial u/\partial E\). Differentiating (1) gives \(\dot u''=2[3/r^2+V-E]\dot u-2u\), hence \(u\dot u''-\dot u u''=-2u^2\). The left side is the derivative of \(u\dot u'-\dot u u'\), which vanishes at \(r=0\). Integrating to \(a\) and dividing by \(u(a)^2\) gives
\[
\frac{dL}{dE}=-\frac{2a}{u(a)^2}\int_0^a u^2\,dr<0. \tag{5}
\]

**Width.** Near \(E_r\), \(L-S\approx(E_r-E)(|L'|+S')\), where primes on \(L\) and \(S\) mean energy derivatives. Then
\[
\tan(\varphi+\delta)=\frac{\Gamma/2}{E_r-E},\qquad \Gamma=\frac{2P}{|L'|+S'} . \tag{6}
\]
It follows that \(\sin^2(\varphi+\delta)=(\Gamma/2)^2/[(E-E_r)^2+(\Gamma/2)^2]\), a peak of full width \(\Gamma\) at half height. The background angle is negligible at low energy, since \(\tan\varphi=F/G\approx x^5/45\).

**Threshold limit.** For small \(x\), \(P\approx x^5/9\). Expanding (3),
\[
S=-2+\frac{x^2}{3}+\frac{x^4}{9}+\dots,\qquad x^2=2a^2E\;\Rightarrow\; S'\to\frac{2a^2}{3}.
\]
This is the norm of the outside tail in the form of (5): \(2a\int_a^\infty(a/r)^4dr=2a^2/3\). The two slopes therefore add up to the full norm. With the normalised state and \(u(a)=A/a^2\),
\[
|L'|+S'=\frac{2a}{u(a)^2}=\frac{2a^5}{A^2},\qquad
\Gamma=\frac{2(ka)^5}{9}\,\frac{A^2}{2a^5}=\frac{A^2k^5}{9}.
\]

## Second derivation: leakage of a decaying state

Now regard the resonance as a state that decays as \(e^{-iE_rt-\Gamma t/2}\), so that its probability falls at the rate \(\Gamma\). Its radial function obeys (1) with \(E=E_r-i\Gamma/2\) and is purely outgoing outside. Multiply \(-\tfrac12u''+(3/r^2+V)u=(E_r-i\Gamma/2)u\) by \(u^*\) and subtract the complex conjugate:
\[
-\tfrac12\left(u^*u''-u\,u^{*\prime\prime}\right)=-i\Gamma|u|^2 .
\]
The bracket is the derivative of \(u^*u'-u\,u^{*\prime}=2i\,\mathrm{Im}(u^*u')\). Integration from 0 to \(R\) gives
\[
\mathrm{Im}(u^*u')\big|_R=\Gamma\int_0^R|u|^2dr . \tag{7}
\]
The left side is the current through a sphere of radius \(R\), and the right side is the rate of loss inside it.

Choose \(R\) in the window \(a\ll R\ll 1/k\). Two approximations are then available.

- The state inside \(R\) is close to the normalised threshold state. Its missing norm is \(\int_R^\infty A^2r^{-4}dr=A^2/(3R^3)\ll1\), so the right side of (7) is \(\Gamma\).
- The outside wave is \(u=c\,O(kr)\) with \(k\) nearly real. For \(kr\ll1\) it is \(3c/(kr)^2\), which must equal \(A/r^2\). Hence \(c=Ak^2/3\).

The current of this wave is \(|c|^2k\,\mathrm{Im}(O^*O')=|c|^2k\), so
\[
\Gamma=|c|^2k=\left(\frac{Ak^2}{3}\right)^2k=\frac{A^2k^5}{9}.
\]
The five powers of \(k\) now have separate origins. One is the speed of the escaping electron. The other four are the square of the amplitude that survives the barrier: the tail falls as \(1/r^2\) out to \(r\sim1/k\), where the free wave takes over.

## What each derivation assumes

Both need a potential of short range. A Coulomb tail, for instance, would replace the waves \(F\) and \(G\) and with them the exponent. Both also need an isolated resonance with \(\Gamma\ll E_r\). This improves towards threshold, because \(\Gamma/E_r\propto E_r^{3/2}\).

Matching assumes that \(L-S\) is linear and \(P\) constant across the peak. It does not need \(ka\ll1\) before its last step, so (6) remains a fair estimate when the power law has failed. It defines \(\Gamma\) as the width of a scattering peak at real energy.

The leakage argument needs the window \(a\ll R\ll1/k\) from the start and gives only the threshold law. In return it needs no derivatives of \(L\) and \(S\). It defines \(\Gamma\) through a complex energy. The definitions agree while (6) holds, since
\[
e^{2i(\varphi+\delta)}=\frac{E_r-E+i\Gamma/2}{E_r-E-i\Gamma/2}
\]
has its pole at \(E=E_r-i\Gamma/2\). For a broad resonance they can differ.

## The square well and the first correction

Inside a square well of depth \(V_0\), \(u\) depends on \(z=qr\) with \(q^2=2(E+V_0)\), and \(u_{zz}=(6/z^2-1)u\). Differentiating \(L=zu_z/u\) gives \(z\,dL/dz=L+6-z^2-L^2\). At the edge \(z=qa\) and \(dz/dE=a^2/z\), so
\[
|L'|=a^2\left[1-\frac{6+L-L^2}{z^2}\right]. \tag{8}
\]
At threshold \(L=S=-2\) and the fraction vanishes. Thus \(|L'|=a^2\), whatever the number of nodes inside. Adding \(S'=2a^2/3\) gives \(5a^2/3=2a^5/A^2\), hence
\[
A^2=\frac{6a^3}{5},\qquad \Gamma=\frac{2}{15}a^3k^5 .
\]

The next order explains the factor 292. From (3), \(P=(x^5/9)(1-x^2/3+\dots)\) and \(S'=2a^2(1/3+2x^2/9+\dots)\). In (8), \(L=-2+x^2/3\) changes \(|L'|\) only by the fraction \(5x^2/(3z^2)\), which is negligible for a deep well. The sum of slopes is then \((5a^2/3)(1+4x^2/15)\), and
\[
\Gamma\approx\frac{2}{15}a^3k^5\left[1-\frac{3}{5}(ka)^2\right]. \tag{9}
\]
At 0.50 eV, \(ka=0.399\), and (9) lowers the width by about 10%. At 0.05 eV the reduction is 1%. The ratio of widths therefore falls from 316 to about 289, close to the 292 found numerically.

## Other angular momenta

For general \(l\ge1\) the threshold tail is \(A/r^l\) and \(O\approx(2l-1)!!/(kr)^l\). The leakage argument gives \(c=Ak^l/(2l-1)!!\) and
\[
\Gamma=\frac{A^2k^{2l+1}}{[(2l-1)!!]^2}\propto E_r^{\,l+1/2}.
\]
For \(l=0\) the threshold tail is constant and cannot be normalised. There is no centrifugal barrier, and the argument has no starting point.

Take square wells of radius 0.11 nm, each tuned so that its third threshold state becomes a resonance with \(L=S\) at 0.50 eV. The widths, found from the complex energy, are 0.236 eV for \(l=1\), 0.0077 eV for \(l=2\) and 0.00006 eV for \(l=3\). The first is about half the resonance energy, so it depends on how that energy is defined: with the real part of the complex energy at 0.50 eV it is 0.273 eV. In either case each step up in the barrier costs a factor of 30 or more.

## From the resonance to the band

\(\Gamma\) is the decay width of one atom in free space. A band width comes from coupling between atoms, and it does not scale as \(E_r^{5/2}\). The two quantities share the factor \(A^2\).

Take two equal wells a distance \(d\) apart along \(z\), with threshold states \(\phi_1,\phi_2\) and tails \(AY_{2m}/r^3\). To leading order for \(kd\ll1\), the coupling is \(t_m=\langle\phi_2|V_2|\phi_1\rangle\). Inside a sphere of radius \(\rho\) around well 2, \(V_2\phi_2=\tfrac12\nabla^2\phi_2\) and \(\nabla^2\phi_1=0\), so the integral becomes a surface term:
\[
t_m=\tfrac12\oint\left(\phi_1\,\partial_r\phi_2-\phi_2\,\partial_r\phi_1\right)dS .
\]

The part of \(\phi_1\) with \(l=2\) about centre 2 is \(AX_m r^2Y_{2m}/d^5\). The numbers \(X_m\) follow from expansion near the axis:

- for \(m=0\), \(1/(d+z)^3\) contains \(6z^2/d^5\), so \(X_0=6\);
- for \(m=1\), \(xz/r^5\) becomes \(x/(d+z)^4\), which contains \(-4xz/d^5\), so \(X_1=-4\);
- for \(m=2\), \((x^2-y^2)/r^5\) begins with \((x^2-y^2)/d^5\), so \(X_2=1\).

With \(\phi_2\propto A\rho^{-3}\) on the sphere,
\[
t_m=\frac{\rho^2}{2}\,\frac{A^2X_m}{d^5}\left(-3\rho^{-2}-2\rho^{-2}\right)=-\frac52X_m\frac{A^2}{d^5}. \tag{10}
\]
Substituting \(A^2=9\Gamma/k^5\) gives \(t_m=-\tfrac{45}{2}X_m\Gamma/(kd)^5\). The \(k^5\) in the threshold width cancels.

In a close-packed crystal each atom has 12 neighbours. The average of \(E^2\) over the band, measured from the level centre, counts hops to a neighbour and back, shared among five orbitals:
\[
\langle E^2\rangle=\frac{12}{5}\left(t_\sigma^2+2t_\pi^2+2t_\delta^2\right). \tag{11}
\]
At this leading order the band width scales as \(A^2/d^5\). The barrier makes a localised state possible above the outside floor and gives it a steep tail. Since the outside norm \(A^2/(3a^3)\) cannot exceed 1, \(A^2\le3a^3\), and the couplings are small when the well is small compared with the spacing.

## Numbers for a close-packed 5d metal

Take \(a=0.11\) nm \(=2.079\) bohr, \(d=0.27\) nm \(=5.102\) bohr and a resonance at 5 eV, on the third \(l=2\) threshold, whose state has two nodes like a 5d orbital. Then \(A^2=1.2\times2.079^3=10.78\) bohr³. In practical units (2) reads \(\Gamma=0.0477\,E_r^{5/2}\), with both energies in eV.

Widths were also found numerically, by matching the inside solution to the outgoing wave at complex energy. At 5 eV this gives 1.34 eV, while the power law gives 2.67 eV, twice as much. Here \(ka=1.26\), and the denominator of \(P\) in (3) is 16.3 instead of 9. Equation (6), which keeps it, gives 1.47 eV. The remaining 10% comes almost entirely from holding \(P\) constant across a peak whose width is about a quarter of its energy; taking \(L-S\) as linear changes the width by less than 1%. The peak in \(\sin^2(\varphi+\delta)\) is wider still, 1.65 eV at half height, so for this broad resonance the two definitions of the width no longer agree. The local exponent has dropped to 1.94, so the \(5/2\) law is a threshold law and does not describe this resonance.

The couplings from (10) are
\[
t_\sigma=-\frac{15\times10.78}{5.102^5}\times27.21\ \mathrm{eV}=-1.27\ \mathrm{eV},
\]
with \(t_\pi=0.85\) eV and \(t_\delta=-0.21\) eV. Equation (11) gives an rms energy of 2.75 eV. With these couplings, diagonalising the ideal hcp crystal on a mesh of wave vectors gives a full band width of 10.8 eV. Free electrons at the same density of ten per atom would fill 29 eV. In this sense the d band is narrow.

Rhenium is an hcp 5d metal with a spacing near 0.27 nm and a d band roughly 10 eV wide. The well radius was chosen to reach this regime, so the agreement is not a prediction. It also belongs to the estimate from (10) and is lost in a fuller treatment of the same wells, described below. The well depth, 366 eV, is a device for obtaining two nodes. The edge shape matters: a smooth well \(-V_0(1-r^2/a^2)^2\) has \(A^2=0.47a^3\) at its first threshold and \(0.91a^3\) at its third, instead of \(1.2a^3\) at both. With two nodes and equal radius, the same estimate would give a band of about 8 eV. The assumption broken most clearly is \(kd\ll1\), since \(kd=3.1\). Re-expanding the free standing wave at 5 eV about the neighbour, with the numerical width, gives couplings of \(-0.99\), 1.29 and \(-0.25\) eV. Their ratios are no longer \(-6:4:-1\), and the band width in the same model becomes 12.2 eV. A larger error lies in the model itself, which takes the couplings at a single energy and leaves out the overlap of neighbouring states and the free waves between the wells. A plane-wave calculation for an fcc crystal of the same wells at the same spacing shows its size. At the zone-boundary point X on the \(z\) axis, the \(xz\) and \(yz\) levels lie about 15 eV above the \(xy\) level for wells of depth 366 eV, and about 13 eV above it for wells tuned to threshold (depth 374 eV), the case for which (10) was derived. The couplings (10) give 10.6 eV. Raising the plane-wave cutoff from 12 to 18 bohr⁻¹ changes the first two splittings by about 0.1 eV. The width of 10.8 eV is therefore an estimate of the scale, and probably a low one for these wells. Second neighbours change 10.8 to 10.5 eV. A rough spin-orbit constant of 0.3 eV splits a d level by 0.75 eV, and the thermal energy at 400 K is 0.03 eV. Mixing with the broad s–p band is left out, although it is not small. By the golden rule, the numerical width of 1.34 eV corresponds to a matrix element of about 3 eV between the five d states of one atom, taken together, and a plane wave of 5 eV normalised to one atomic volume.

In a wire only a few atoms thick, many atoms lie at surfaces. With the couplings held fixed, an atom that keeps nine of its twelve neighbours has its local rms energy reduced by \(\sqrt{9/12}\), from 2.75 to 2.38 eV.
